**Affinity rule against the true offset for three interfaces of one crystal pair**

The program tests $E_{cB}-E_{cA}=(\chi_A-\chi_B)+[D_J-(D_A-D_B)]$ in a self-consistent one-dimensional model of two insulating crystals. Here $\chi_X$ is the electron affinity, $D_X$ is the vacuum level minus the mean electrostatic electron energy inside crystal X, and $D_J$ is that mean energy in B minus that in A across the junction. It asserts that band edges taken directly from the junction agree with bulk edges plus $D_J$, and that the steps agree with real-space dipole moments. It also asserts that the steps are additive for superposed neutral planes, and that the error of the rule vanishes when the abrupt contact is pulled apart. The rule gives −0.53 eV, while the true offset is −0.56 eV for the abrupt contact and 0.02 or −1.15 eV when 0.03 of a core charge per site is exchanged across the interface in one direction or the other. A polar film on the free surface of B changes its affinity by 1.71 eV, and the program asserts that the buried offset stays the same within 0.005 eV. The model omits correlation, lateral structure and ionic relaxation, so its numbers do not describe a particular pair of materials.

## Numerical verification

```python
"""Electron-affinity rule versus the true conduction-band offset.

Result under test, for crystals A and B:
  E_cB - E_cA = (chi_A - chi_B) + [D_J - (D_A - D_B)]
  chi_X : electron affinity of the free surface of X
  D_X   : vacuum level minus mean electrostatic electron energy inside X
  D_J   : mean electrostatic electron energy in B minus that in A, in contact
The same two crystals are joined by three different interfaces: abrupt, and
with a little core charge exchanged between the two planes that meet.
Model: parallel ion planes, one two-electron site per area AREA and plane;
electrons move along z in the laterally averaged Hartree field plus local
exchange. Internally hbar = m = e = 1 (hartree, bohr); output in eV and bohr.
"""
import numpy as np
from scipy.linalg import circulant, eigh
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
AREA = 20.0            # bohr^2 per site
PERIOD = 6.0           # bohr between planes
P = 12                 # grid points per period
H = PERIOD / P         # grid spacing
WIDTH = {"A": 0.7, "B": 1.1}   # Gaussian width of the ion charge, bohr
EXCHANGED = 0.03       # core charge exchanged per site at the interface


def wave_numbers(n):
    return 2 * np.pi * np.fft.fftfreq(n, H)


def sheet(n, index, width):
    """Normalized Gaussian sheet centred on a grid point of a periodic cell."""
    d = (np.arange(n) - index + n // 2) % n - n // 2
    return np.exp(-0.5 * (d * H / width)**2) / (width * np.sqrt(2 * np.pi))


def electrostatic(net_positive):
    """Electron energy U from U'' = 4 pi (positive minus electron density)."""
    g = wave_numbers(len(net_positive))
    f = np.fft.fft(net_positive)
    f[0] = 0.0
    g[0] = 1.0
    return np.fft.ifft(-4 * np.pi * f / g**2).real


def exchange(density):
    return -np.cbrt(3 * density / np.pi)


def solve(n, planes, added=None):
    """Self-consistent field; planes is a list of (grid index, kind).

    added is an optional fixed charge density with zero total charge.
    """
    ions = sum(2 / AREA * sheet(n, i, WIDTH[kind]) for i, kind in planes)
    if added is not None:
        ions = ions + added
    guess = sum(2 / AREA * sheet(n, i, 1.5) for i, kind in planes)
    kinetic = circulant(np.fft.ifft(wave_numbers(n)**2 / 2).real)
    v = electrostatic(ions - guess) + exchange(guess)
    old_v, old_r = [], []
    filled = len(planes)
    for _ in range(150):
        levels, states = eigh(kinetic + np.diag(v),
                              subset_by_index=[0, filled])
        density = 2 / AREA * np.sum(states[:, :filled]**2, axis=1) / H
        u = electrostatic(ions - density)
        r = u + exchange(density) - v
        if np.max(np.abs(r)) < 1e-7:
            return {"u": u, "v": v, "n": density, "ions": ions,
                    "gap": levels[filled] - levels[filled - 1]}
        old_v = (old_v + [v])[-7:]
        old_r = (old_r + [r])[-7:]
        v = v + 0.4 * r
        if len(old_v) > 1:      # Anderson acceleration
            dv = np.diff(np.array(old_v), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            weights = np.linalg.lstsq(dr, r, rcond=None)[0]
            v = v - (dv + 0.4 * dr) @ weights
    raise RuntimeError("self-consistency not reached")


def period_mean(f):
    """Average over one period centred on each point."""
    half = P // 2
    total = sum(np.roll(f, s) for s in range(-half + 1, half))
    return (total + 0.5 * (np.roll(f, half) + np.roll(f, -half))) / P


def band_edges(v, centre):
    """Valence top and conduction bottom of one period repeated for ever."""
    cell = v[(np.arange(P) + centre - P // 2) % len(v)]
    top, bottom = [], []
    for k in np.linspace(0, np.pi / PERIOD, 13):
        t = circulant(np.fft.ifft((wave_numbers(P) + k)**2 / 2))
        e = np.linalg.eigvalsh(t + np.diag(cell))
        top.append(e[0])
        bottom.append(e[1])
    return max(top), min(bottom)


def layer(centre, count, kind):
    half = count // 2
    return [(centre + j * P, kind) for j in range(-half, half + 1)]


def moment_step(s):
    """4 pi times the dipole moment between the two mirror planes."""
    m = len(s["u"]) // 2
    charge = period_mean(s["n"] - s["ions"])[:m + 1]
    integrand = np.arange(m + 1) * H * charge
    integrand[-1] *= 0.5
    return 4 * np.pi * H * integrand.sum()


def junction(count, extra, exchanged=0.0):
    """A/B superlattice; extra = added grid points between A and B.

    exchanged = core charge per site moved from the first B plane to the
    last A plane, at both mirror-related interfaces.
    """
    m = count * P + extra
    last_a = count // 2 * P
    first_b = m - count // 2 * P
    added = exchanged / AREA * sum(
        sheet(2 * m, sign * last_a, WIDTH["A"])
        - sheet(2 * m, sign * first_b, WIDTH["B"]) for sign in (1, -1))
    return solve(2 * m, layer(0, count, "A") + layer(m, count, "B"), added)


def junction_step(s):
    mean = period_mean(s["u"])
    return mean[len(mean) // 2] - mean[0]


# Bulk crystals and free slabs
bulk_v, bulk_c, step, chi, dipole = {}, {}, {}, {}, {}
for kind in "AB":
    b = solve(16 * P, [(j * P, kind) for j in range(16)])
    ev, ec = band_edges(b["v"], 0)
    mean = period_mean(b["u"])[0]
    bulk_v[kind], bulk_c[kind] = ev - mean, ec - mean
    s = solve(17 * P, layer(0, 11, kind))
    vacuum = s["u"][len(s["u"]) // 2]
    step[kind] = vacuum - period_mean(s["u"])[0]
    chi[kind] = vacuum - band_edges(s["v"], 0)[1]
    dipole[kind] = moment_step(s)
    assert abs(chi[kind] - (step[kind] - bulk_c[kind])) * EV < 0.02
    assert abs(dipole[kind] - step[kind]) * EV < 0.002
    assert chi[kind] > 0
rule = chi["A"] - chi["B"]


def analyse(s):
    """Direct offsets, lineup and error of the rule for one contact."""
    va, ca = band_edges(s["v"], 0)
    vb, cb = band_edges(s["v"], len(s["u"]) // 2)
    d_j = junction_step(s)
    result = {"c": cb - ca, "v": vb - va, "step": d_j,
              "lineup": bulk_c["B"] - bulk_c["A"] + d_j,
              "error": cb - ca - rule,
              "moments": moment_step(s) - (dipole["A"] - dipole["B"])}
    assert s["gap"] > 0
    assert abs(result["c"] - result["lineup"]) * EV < 0.02
    assert abs(moment_step(s) - d_j) * EV < 0.002
    assert abs(result["error"] - result["moments"]) * EV < 0.03
    return result


# Three interfaces between the same two crystals
contact = junction(11, 0)
middle_b = len(contact["u"]) // 2
abrupt = analyse(contact)
plus = analyse(junction(11, 0, EXCHANGED))
minus = analyse(junction(11, 0, -EXCHANGED))
assert abs(abrupt["error"]) * EV < 0.05
assert plus["error"] * EV > 0.2
assert minus["error"] * EV < -0.2
bare_step = 4 * np.pi * EXCHANGED * PERIOD / AREA
screening = 2 * bare_step / (plus["step"] - minus["step"])
assert screening > 1
thin_change = junction_step(junction(7, 0)) - abrupt["step"]
assert abs(thin_change) * EV < 0.03
assert abs(thin_change) < 0.1 * min(plus["error"], -minus["error"])

# Screening in bulk: constant from a uniform field, then an exchanged pair
epsilon = {}
small = 0.004 / AREA
n_b = 24 * P
for kind in "AB":
    crystal = [(j * P, kind) for j in range(24)]
    w = WIDTH[kind]
    plates = small * (sheet(n_b, 0, w) - sheet(n_b, 12 * P, w))
    mean = period_mean(solve(n_b, crystal, plates)["u"])
    slope = (mean[8 * P] - mean[4 * P]) / (4 * PERIOD)
    epsilon[kind] = 2 * np.pi * small / slope
    pair = small * sum(sheet(n_b, sign * 5 * P, w)
                       - sheet(n_b, sign * 6 * P, w) for sign in (1, -1))
    pair_step = junction_step(solve(n_b, crystal, pair))
    predicted = 4 * np.pi * small * PERIOD / epsilon[kind]
    assert abs(pair_step / predicted - 1) < 0.03

# Superposed isolated neutral planes: the steps must be additive
atom_charge, step0 = {}, {}
n_atom = 12 * P
z_atom = (np.arange(n_atom) - n_atom // 2) * H
for kind in "AB":
    s = solve(n_atom, [(n_atom // 2, kind)])
    atom_charge[kind] = s["ions"] - s["n"]
    second_moment = -H * np.sum(z_atom**2 * atom_charge[kind])
    step0[kind] = 2 * np.pi * second_moment / PERIOD
total = np.zeros(2 * middle_b)
for i, kind in layer(0, 11, "A") + layer(middle_b, 11, "B"):
    where = (np.arange(n_atom) - n_atom // 2 + i) % len(total)
    total[where] += atom_charge[kind]
step0_j = junction_step({"u": electrostatic(total)})
assert abs(step0_j - (step0["A"] - step0["B"])) * EV < 0.005

# Pull the abrupt contact apart: the error of the rule must vanish
separation = []
for extra in (0, 4, 8, 16, 24):
    s = contact if extra == 0 else junction(11, extra)
    assert s["gap"] > 0
    deviation = junction_step(s) - (step["A"] - step["B"])
    separation.append((PERIOD + extra * H, deviation))
assert abs(separation[-1][1]) * EV < 0.01

# Polar film on the free surfaces of a B/A/B sandwich
n_s = 28 * P
planes = layer(0, 7, "A") + layer(7 * P, 7, "B") + layer(-7 * P, 7, "B")
film_charge, film_length = 0.1, 2 * H
inner = 10 * P + 16
film = film_charge / AREA * sum(
    sheet(n_s, sign * inner, 0.7) - sheet(n_s, sign * (inner + 2), 0.7)
    for sign in (1, -1))
sandwich = []
for coating in (None, film):
    s = solve(n_s, planes, coating)
    edge_a = band_edges(s["v"], 0)[1]
    edge_b = band_edges(s["v"], 7 * P)[1]
    sandwich.append((s["u"][n_s // 2] - edge_b, edge_b - edge_a))
film_shift = sandwich[1][0] - sandwich[0][0]
film_formula = 4 * np.pi * film_charge * film_length / AREA
offset_change = sandwich[1][1] - sandwich[0][1]
assert abs(film_shift - film_formula) * EV < 0.03
assert abs(offset_change) * EV < 0.005
assert abs(sandwich[0][1] - abrupt["c"]) * EV < 0.06


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("plane spacing a", PERIOD, "bohr", 1)
show("plane spacing a", PERIOD * BOHR_NM, "nm", 4)
show("area per site S", AREA, "bohr^2", 1)
for kind in "AB":
    show(f"ion width {kind}", WIDTH[kind], "bohr", 1)
    show(f"gap {kind}", (bulk_c[kind] - bulk_v[kind]) * EV)
    show(f"bulk e_c {kind}", bulk_c[kind] * EV)
    show(f"surface step D_{kind}", step[kind] * EV)
    show(f"same from dipole moment {kind}", dipole[kind] * EV)
    show(f"affinity chi_{kind}", chi[kind] * EV)
    show(f"dielectric constant {kind}", epsilon[kind], "(no unit)", 2)
show("D_A - D_B", (step["A"] - step["B"]) * EV)
show("affinity rule chi_A - chi_B", rule * EV)
show("core charge exchanged per site x", EXCHANGED, "e", 2)
show("bare extra step 4 pi e^2 x a / S", bare_step * EV)
show("screening of that step at the interface", screening, "(no unit)", 2)
for name, c in (("abrupt", abrupt), ("A side +x", plus),
                ("A side -x", minus)):
    show(f"{name}: interface step D_J", c["step"] * EV)
    show(f"{name}: true offset E_cB - E_cA, direct", c["c"] * EV)
    show(f"{name}: true offset minus rule", c["error"] * EV)
    show(f"{name}: same from dipole moments", c["moments"] * EV)
show("abrupt: offset from bulk edges plus D_J", abrupt["lineup"] * EV)
show("abrupt: valence offset E_vB - E_vA", abrupt["v"] * EV)
show("change of D_J with 7 not 11 planes", thin_change * EV, digits=4)
show("superposed planes D_A0", step0["A"] * EV)
show("superposed planes D_B0", step0["B"] * EV)
show("superposed planes D_A0 - D_B0", (step0["A"] - step0["B"]) * EV)
show("superposed junction D_J0", step0_j * EV)
for distance, deviation in separation:
    show(f"abrupt: rule error at A-B distance {distance:.0f} bohr",
         deviation * EV, digits=4)
show("film charge per site", film_charge, "e", 2)
show("film charge separation", film_length, "bohr", 1)
show("film shift of chi_B, computed", film_shift * EV)
show("film shift of chi_B, 4 pi e^2 p", film_formula * EV)
show("sandwich offset without film", sandwich[0][1] * EV)
show("sandwich offset with film", sandwich[1][1] * EV)
show("rule value with coated B", (rule - film_shift) * EV)
print("done: every assertion held")
```

Printed output:

```
plane spacing a: 6.0 bohr
plane spacing a: 0.3175 nm
area per site S: 20.0 bohr^2
ion width A: 0.7 bohr
gap A: 5.624 eV
bulk e_c A: -0.225 eV
surface step D_A: 3.260 eV
same from dipole moment A: 3.260 eV
affinity chi_A: 3.485 eV
dielectric constant A: 3.74 (no unit)
ion width B: 1.1 bohr
gap B: 3.500 eV
bulk e_c B: -1.289 eV
surface step D_B: 2.728 eV
same from dipole moment B: 2.728 eV
affinity chi_B: 4.017 eV
dielectric constant B: 7.96 (no unit)
D_A - D_B: 0.532 eV
affinity rule chi_A - chi_B: -0.531 eV
core charge exchanged per site x: 0.03 e
bare extra step 4 pi e^2 x a / S: 3.078 eV
screening of that step at the interface: 5.27 (no unit)
abrupt: interface step D_J: 0.507 eV
abrupt: true offset E_cB - E_cA, direct: -0.556 eV
abrupt: true offset minus rule: -0.025 eV
abrupt: same from dipole moments: -0.025 eV
A side +x: interface step D_J: 1.081 eV
A side +x: true offset E_cB - E_cA, direct: 0.018 eV
A side +x: true offset minus rule: 0.549 eV
A side +x: same from dipole moments: 0.549 eV
A side -x: interface step D_J: -0.086 eV
A side -x: true offset E_cB - E_cA, direct: -1.149 eV
A side -x: true offset minus rule: -0.618 eV
A side -x: same from dipole moments: -0.618 eV
abrupt: offset from bulk edges plus D_J: -0.556 eV
abrupt: valence offset E_vB - E_vA: 1.567 eV
change of D_J with 7 not 11 planes: 0.0001 eV
superposed planes D_A0: 3.259 eV
superposed planes D_B0: 2.669 eV
superposed planes D_A0 - D_B0: 0.590 eV
superposed junction D_J0: 0.590 eV
abrupt: rule error at A-B distance 6 bohr: -0.0249 eV
abrupt: rule error at A-B distance 8 bohr: -0.0374 eV
abrupt: rule error at A-B distance 10 bohr: -0.0151 eV
abrupt: rule error at A-B distance 14 bohr: -0.0006 eV
abrupt: rule error at A-B distance 18 bohr: -0.0000 eV
film charge per site: 0.10 e
film charge separation: 1.0 bohr
film shift of chi_B, computed: 1.708 eV
film shift of chi_B, 4 pi e^2 p: 1.710 eV
sandwich offset without film: -0.556 eV
sandwich offset with film: -0.556 eV
rule value with coated B: -2.240 eV
done: every assertion held
```
